# Expected improvement for a normally distributed precursor property: mean and uncertainty

## The expected improvement and its separation

If candidate precursors are ranked by their predicted property alone, a molecule that is predicted to be slightly worse than the best known one stands behind every molecule that is predicted to be slightly better, however little the model knows about it. If they are ranked by the uncertainty of the prediction alone, measurements go to molecules that the model knows least, including those with almost no prospect of being useful. Ranking by the probability of beating the best known precursor uses both the prediction and its uncertainty, but ignores the size of the gain: a nearly certain gain of one kelvin is preferred to an even chance of twenty. What is missing is a score that weighs each possible gain by its probability. Once such a score exists, a second question follows: how much of it is owed to a promising mean, and how much to uncertainty? The two terms of the usual formula do not answer that question, although they look as if they did.

Take volatility as the property. Let $T$ be the temperature at which the vapour pressure of a candidate reaches 1 Torr. A lower $T$ is better, because the precursor can then be delivered from a cooler source. The lowest value known so far is $T_b$, and the precursor that has it is called the incumbent. For the candidate, a model conditioned on all present data gives a normal distribution with mean $m$ and standard deviation $s>0$,

$$
T\sim N(m,s^2).
$$

Here $s$ describes ignorance of the candidate's true $T$. It does not include the scatter of a future measurement. For the derivation, $T_b$ is a known number and a measurement reveals $T$ without error; both assumptions are relaxed later.

Suppose the candidate is measured. If $T<T_b$, it replaces the incumbent. If not, the incumbent is kept and nothing is lost except the effort of the measurement, which is taken to be equal for all candidates. The best temperature afterwards is $\min(T,T_b)$, so the improvement is

$$
I=T_b-\min(T,T_b)=\max(T_b-T,0).
$$

The expected improvement is the mean of $I$ over the predicted distribution. It is convenient to define the lead of the candidate and its ratio to the uncertainty,

$$
\Delta=T_b-m,\qquad z=\frac{\Delta}{s}.
$$

A positive lead means that the predicted mean beats the incumbent. For a property that is to be made large, with incumbent value $y_b$, the lead would be $m-y_b$, and everything below would hold unchanged in terms of $\Delta$ and $s$.

Let $\varphi$ and $\Phi$ be the density and the distribution function of a standard normal variable,

$$
\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad
\Phi(z)=\int_{-\infty}^{z}\varphi(u)\,du .
$$

The density of $T$ is $\varphi((T-m)/s)/s$. Since $I$ vanishes for $T>T_b$,

$$
\mathrm{EI}=\int_{-\infty}^{T_b}(T_b-T)\,
\frac{1}{s}\,\varphi\!\left(\frac{T-m}{s}\right)dT .
$$

Substitute $T=m-su$. The minus sign makes a positive $u$ a favourable deviation, towards lower temperature. Then $T_b-T=\Delta+su$, and $dT=-s\,du$. The lower limit $T\to-\infty$ becomes $u\to+\infty$, and the upper limit $T=T_b$ becomes $u=(m-T_b)/s=-z$. Exchanging the limits removes the minus sign of $dT$, the factor $s$ cancels the $1/s$ of the density, and $\varphi(-u)=\varphi(u)$. The result is

$$
\mathrm{EI}=\int_{-z}^{\infty}(\Delta+su)\,\varphi(u)\,du .
$$

Two integrals are needed. By the symmetry of the normal density,

$$
\int_{-z}^{\infty}\varphi(u)\,du=1-\Phi(-z)=\Phi(z).
$$

For the other, differentiation of the density gives $\varphi'(u)=-u\varphi(u)$, so that

$$
\int_{-z}^{\infty}u\,\varphi(u)\,du
=\bigl[-\varphi(u)\bigr]_{-z}^{\infty}
=\varphi(-z)=\varphi(z).
$$

Hence

$$
\mathrm{EI}=\Delta\,\Phi(z)+s\,\varphi(z).
$$

Each term has a direct meaning. The probability of success is $P(T<T_b)=\Phi(z)$, so the first term is the lead multiplied by the probability of success. In the second term, $su=m-T$ is the amount by which the candidate turns out better than its own mean. The term is therefore the expectation of $m-T$ with failures counted as zero. Over all outcomes the average of $m-T$ is zero, but the option of keeping the incumbent discards the outcomes with $T>T_b$, and what remains has a positive average. Dividing by the probability of success gives the mean improvement among successful outcomes,

$$
\frac{\mathrm{EI}}{\Phi(z)}=\Delta+s\,\frac{\varphi(z)}{\Phi(z)} .
$$

This is positive even when $\Delta$ is negative, since it is an average of positive gains.

It is tempting to call $\Delta\Phi$ the contribution of the mean and $s\varphi$ the contribution of uncertainty. Their derivatives show why this fails. From $z=\Delta/s$,

$$
\frac{\partial z}{\partial\Delta}=\frac1s,\qquad
\frac{\partial z}{\partial s}=-\frac{\Delta}{s^2}=-\frac{z}{s}.
$$

With $\Phi'=\varphi$ and $\varphi'=-z\varphi$, the derivatives with respect to the lead are

$$
\frac{\partial(\Delta\Phi)}{\partial\Delta}=\Phi+\frac{\Delta}{s}\varphi=\Phi+z\varphi,
\qquad
\frac{\partial(s\varphi)}{\partial\Delta}=s(-z\varphi)\frac1s=-z\varphi,
$$

and those with respect to the uncertainty are

$$
\frac{\partial(\Delta\Phi)}{\partial s}=\Delta\varphi\left(-\frac zs\right)=-z^2\varphi,
\qquad
\frac{\partial(s\varphi)}{\partial s}=\varphi+s(-z\varphi)\left(-\frac zs\right)=(1+z^2)\varphi .
$$

So the supposed mean term changes when the uncertainty alone is changed, and the supposed uncertainty term changes when the mean alone is changed. For $\Delta<0$ the first term is even negative, although a candidate with a poor mean cannot make the expected improvement negative. The excess in one term is offset by the other. In the sums the mixed pieces cancel:

$$
\frac{\partial\,\mathrm{EI}}{\partial\Delta}=\Phi(z),\qquad
\frac{\partial\,\mathrm{EI}}{\partial s}=\varphi(z).
$$

The first says that lowering the mean by a small amount improves every outcome by that amount, but the gain is collected on successes only. Outcomes that newly cross the threshold add nothing to first order, because their improvement starts from zero. The second says that widening the distribution at fixed mean raises the expected improvement whatever the sign of the lead: deviations to both sides of the mean grow in proportion, but on the unfavourable side the improvement cannot fall below zero.

These derivatives also show what the two usual terms are. If $\Delta$ and $s$ are both multiplied by $\lambda>0$, as in a change of temperature unit, $z$ stays the same and $\mathrm{EI}$ is multiplied by $\lambda$. Differentiating $\mathrm{EI}(\lambda\Delta,\lambda s)=\lambda\,\mathrm{EI}(\Delta,s)$ with respect to $\lambda$ at $\lambda=1$ gives

$$
\mathrm{EI}=\Delta\,\frac{\partial\,\mathrm{EI}}{\partial\Delta}
+s\,\frac{\partial\,\mathrm{EI}}{\partial s}.
$$

The terms are thus each quantity multiplied by its marginal value. A marginal value tells how the score responds to a small change. It does not tell how much of the score would remain if the uncertainty were removed altogether.

That last question defines a separation. Hold $m$ fixed, let $s$ go to zero, and call what remains the mean part. For $\Delta>0$, $z\to+\infty$, so $\Phi\to1$, $s\varphi\to0$ and $\mathrm{EI}\to\Delta$. For $\Delta<0$, $z\to-\infty$, and both terms vanish. For $\Delta=0$, $\mathrm{EI}=s\varphi(0)\to0$. In all three cases

$$
\lim_{s\to0}\mathrm{EI}=\max(\Delta,0).
$$

The uncertainty part $U$ is the rest, $U=\mathrm{EI}-\max(\Delta,0)$. For $\Delta\ge0$, using $1-\Phi(z)=\Phi(-z)$,

$$
U=s\varphi(z)-\Delta\,[1-\Phi(z)]
=s\,[\varphi(z)-z\,\Phi(-z)] .
$$

For $\Delta<0$ nothing is subtracted. With $\Delta=-s|z|$ and $z=-|z|$,

$$
U=s\varphi(z)+\Delta\Phi(z)
=s\,[\varphi(|z|)-|z|\,\Phi(-|z|)] .
$$

Both cases are contained in

$$
\mathrm{EI}=\max(\Delta,0)+U,\qquad
U=s\,\bigl[\varphi(|z|)-|z|\,\Phi(-|z|)\bigr].
$$

The meaning of $U$ follows from the identity $\max(x,0)=x+\max(-x,0)$ with $x=T_b-T$. Taking expectations gives

$$
\mathrm{EI}=\Delta+E[\max(T-T_b,0)] .
$$

For a candidate with a positive lead, $U$ is therefore the expected loss that is avoided because the incumbent can be kept if the candidate disappoints. For a candidate with a negative lead, $U$ is the whole expected improvement, earned by outcomes better than predicted. In both cases it is the expected distance by which $T$ falls beyond $T_b$ on the side opposite to its mean. This makes $U$ positive for every $s>0$, and the reflection symmetry of the normal density makes it the same for leads $+\Delta$ and $-\Delta$.

At fixed $\Delta$ the mean part does not depend on $s$, so $\partial U/\partial s=\varphi(\Delta/s)$. Since $U$ vanishes with $s$, integration gives

$$
U=\int_0^s\varphi\!\left(\frac{\Delta}{t}\right)dt .
$$

While $t$ is much smaller than $|\Delta|$, the integrand is tiny. Uncertainty begins to matter when it becomes comparable with the distance between the mean and the threshold. At $\Delta=0$ the integrand is constant and $U=s/\sqrt{2\pi}\approx0.399\,s$. This is the largest value of $U$ at given $s$, because $\varphi(\Delta/t)$ is smaller for any other lead.

Far from the threshold, with $a=|z|$ large, write the bracket in $U$ as an integral and shift the variable by $u=a+v$:

$$
\frac Us=\int_a^\infty(u-a)\varphi(u)\,du
=\varphi(a)\int_0^\infty v\,e^{-av-v^2/2}\,dv
<\frac{\varphi(a)}{a^2}.
$$

The inequality follows on replacing $e^{-v^2/2}$ by 1, since $\int_0^\infty v e^{-av}dv=1/a^2$. For large $a$ the integral is dominated by $v\sim1/a$, where that replacement is accurate, so the bound becomes the leading behaviour.

The separation depends on its reference. One could instead begin with an uncertain candidate of zero lead, worth $0.399\,s$, and assign the remainder to the mean. That split answers a different question. The one used here compares the present prediction with a certain prediction of the same mean. It does not describe what happens when the model is improved by more data, because new data also move the mean. If the data $D$ leave $T_b$ unchanged, the law of total expectation gives

$$
E_D\bigl[E(I\,|\,D)\bigr]=E(I)=\mathrm{EI}.
$$

Averaged over what the data may show, the expected improvement stays the same. The two parts are not conserved separately. The updated lead averages to $\Delta$, and $\max(\Delta,0)$ is a convex function of the lead, so the average mean part can only grow or stay the same, and the average $U$ falls by the same amount. Better knowledge thus tends to turn the uncertainty part into mean part: in some outcomes the candidate's mean turns out good, and these make up for the outcomes in which it turns out poor.

## Choosing among three precursors

A candidate has predicted 1 Torr temperature $T\sim N(m,s^2)$, the incumbent has $T_b$, the lead is $\Delta=T_b-m$, and $z=\Delta/s$. With $\varphi$ and $\Phi$ the standard normal density and distribution function, the first half gave

$$
\mathrm{EI}=\Delta\Phi(z)+s\varphi(z)=\max(\Delta,0)+U,
\qquad
\frac{\partial\,\mathrm{EI}}{\partial\Delta}=\Phi(z),
\quad
\frac{\partial\,\mathrm{EI}}{\partial s}=\varphi(z).
$$

Here $\max(\Delta,0)$ is the mean part, and $U$ is the uncertainty part, the expected distance by which $T$ falls beyond $T_b$ on the side opposite to its mean.

The derivatives fix the rate at which uncertainty can pay for a worse mean. Along a line of constant expected improvement, $\Phi\,d\Delta+\varphi\,ds=0$. At fixed $T_b$, $d\Delta=-dm$, and therefore

$$
\frac{dm}{ds}=r(z)=\frac{\varphi(z)}{\Phi(z)} .
$$

A small increase $\delta s$ of the standard deviation thus offsets a mean that is higher by $r\,\delta s$. The rate itself changes with $s$, so it should not be applied to increases that are a sizeable fraction of $s$. The quotient rule gives

$$
r'(z)=\frac{-z\varphi\Phi-\varphi^2}{\Phi^2}=-r\,(z+r),
\qquad
z+r=\frac{z\Phi+\varphi}{\Phi}=\frac{\mathrm{EI}}{s\,\Phi}>0 .
$$

So $r$ falls as $z$ rises: at equal standard deviation, uncertainty is worth more, in kelvin of mean, to a candidate with a poor lead than to one with a good lead.

Consider an incumbent at $T_b=360.0$ K, which is 86.85 °C, and three hypothetical candidates. Candidate A is predicted at $355\pm3$ K, B at $357\pm8$ K and C at $364\pm18$ K, where each second number is the standard deviation. The mean alone selects A and would reject C as worse than the incumbent.

For A, $\Delta=5$ K and $z=5/3=1.667$, so $\Phi=0.9522$ and $\varphi=0.0995$. The usual terms are $5\times0.9522=4.761$ K and $3\times0.0995=0.298$ K (products are formed before rounding), with the sum

$$
\mathrm{EI}_A=4.761+0.298=5.059\ \mathrm{K}.
$$

The mean part is 5.000 K, which leaves $U=0.059$ K. The second usual term is five times as large as the gain that uncertainty really brings at this mean. The bound $s\varphi/z^2$ is $0.298/2.78=0.107$ K, which $U$ respects, but $z$ is not large enough for the bound to serve as an estimate.

For B, $\Delta=3$ K and $z=0.375$, so $\Phi=0.6462$ and $\varphi=0.3719$. The terms are $3\times0.6462=1.939$ K and $8\times0.3719=2.975$ K. Their sum before rounding is 4.913 K, made up of a mean part of 3.000 K and an uncertainty part of 1.913 K.

For C, $\Delta=-4$ K and $z=-0.222$, so $\Phi=0.4121$ and $\varphi=0.3892$. Then

$$
\mathrm{EI}_C=-4\times0.4121+18\times0.3892
=-1.648+7.006=5.358\ \mathrm{K}.
$$

The mean part is zero, and all 5.358 K come from uncertainty. The second usual term, 7.006 K, exceeds the entire score, so it cannot be the share of uncertainty in any ordinary sense. As a check on the closed form, one million random temperatures drawn from the distribution of C gave a mean improvement of $5.355\pm0.009$ K, where the second number is the standard error.

The expected improvements are thus 5.4 K for C, 5.1 K for A and 4.9 K for B, and C is selected. It succeeds in 41% of cases, against 95% for A, but its mean improvement on success is $5.358/0.4121=13.0$ K, against $5.059/0.9522=5.3$ K for A. The trade rates are 0.104 for A, 0.575 for B and 0.945 for C, in kelvin of mean per kelvin of standard deviation.

These different rates distinguish expected improvement from a score $m-\kappa s$ with a fixed weight $\kappa$, of which the lowest value is chosen. Such a score trades mean against uncertainty at the same rate $\kappa$ for all candidates. Here B beats A when $357-8\kappa<355-3\kappa$, that is for $\kappa>0.4$, and C beats B when $364-18\kappa<357-8\kappa$, that is for $\kappa>0.7$. Between these weights the fixed-weight score selects B, which expected improvement ranks last.

The margin of C over A, formed before rounding, is 0.298 K, or 6% of A's score, and small errors can reverse it. If the mean of C were higher by about $0.298/0.4121=0.72$ K, the two would tie, to first order. They also tie if the standard deviation of C is 17.23 K instead of 18 K, with its mean held fixed. The linear estimate of this reduction, $0.298/0.3892=0.77$ K, agrees. The choice therefore rests on knowing the model's uncertainty to about 4%, and the assumptions behind the formula have to be examined at that level.

The first assumption is a known incumbent. Let its true value be $B\sim N(T_b,s_b^2)$, independent of $T$. The difference $B-T$ is then normal with mean $\Delta$ and variance $s^2+s_b^2$, so $E[\max(B-T,0)]$ follows from the same formula with

$$
s\longrightarrow\sqrt{s^2+s_b^2}.
$$

With $s_b=2$ K the scores become 5.136 K for A, 5.005 K for B and 5.401 K for C, and the order is unchanged. If the errors of the two values have covariance $c$, the variance is $s^2+s_b^2-2c$, so a shared error of positive covariance reduces the gain. This substitution applies when both true values become known before the choice is made. If $B$ stays unresolved and independent of $T$, a choice by expected temperature compares $T$ with $T_b$, and the original formula stands.

Measurement scatter of the candidate acts in the opposite direction. Suppose the measurement gives $y=T+e$, where $e$ is independent normal noise of standard deviation $n$. Combining $y$ with the prediction gives the updated mean

$$
m'=m+\frac{s^2}{s^2+n^2}\,(y-m).
$$

Before the measurement, $y-m$ has standard deviation $\sqrt{s^2+n^2}$, so $m'$ is normal about $m$ with standard deviation $s^2/\sqrt{s^2+n^2}$. This quantity replaces $s$ when the choice is made by the updated mean, since $m'$ is all that can then be acted upon. For $n=2$ K, the standard deviation of C falls from 18 to 17.89 K. As $\varphi(\Delta/t)$ grows with $t$, the loss is at most $0.11\times0.3892=0.04$ K. The same bound is 0.05 K for A and 0.09 K for B.

Errors of the model itself weigh more. If all three true means lie 3 K above the predicted ones, with the standard deviations held fixed, the scores fall to 2.453 K for A, 3.192 K for B and 4.217 K for C. The first-order loss is $3\Phi$ kelvin, so for shifts small compared with $s$ the candidate with the highest probability of success suffers most. Here the shift equals the standard deviation of A, whose loss is 2.61 K against the estimate of 2.86 K, but it is still the largest of the three. For larger shifts the rule can fail, since no candidate can lose more than its whole score. C remains first, but A drops to last place.

An overstated uncertainty costs C the most instead. If the true standard deviations are 0.8 times the stated ones and the means are right, the scores are 5.016 K for A, 4.329 K for B and 3.965 K for C. The mean parts are untouched, and the whole loss falls on $U$. For C the linear estimate is $3.6\times0.3892=1.40$ K, close to the actual loss of 1.39 K. The order becomes A, B, C. A score that consists of the uncertainty part alone can be no more reliable than the calibration of that uncertainty.

The shape of the distribution matters even at fixed mean and variance. The separation into $\max(\Delta,0)$ and an opposite-side expectation holds for any distribution with a finite mean, because it follows from the identity for $\max(x,0)$; the value of $U$ does depend on the shape. With Student tails of four degrees of freedom, scaled to the same standard deviations, the scores are 5.092 K for A, 4.618 K for B and 4.597 K for C. Heavier tails thus lower the score of C, which may seem surprising for a candidate whose whole score comes from uncertainty. The reason can be seen at zero lead, where $U$ is half the mean absolute deviation. For an unscaled Student variable with four degrees of freedom, the substitution $w=1+t^2/4$ gives

$$
E|t|=2\int_0^\infty t\,\frac38\left(1+\frac{t^2}{4}\right)^{-5/2}dt
=\frac32\int_1^\infty w^{-5/2}\,dw=1 .
$$

Its variance is 2, so scaling to standard deviation $s$ multiplies it by $s/\sqrt2$, and $U=s/(2\sqrt2)=0.354\,s$. The normal value is $0.399\,s$. At equal variance, the heavy-tailed distribution holds more of its probability near the centre, and a candidate with small $|z|$ loses. For A, whose threshold lies 1.67 standard deviations from the mean, the tail matters more, and $U$ rises from 0.059 to 0.092 K.

A further assumption is that every kelvin of improvement has the same value. If the source is held at 360 K, the quantity of interest may instead be the vapour pressure there. With a constant enthalpy of vaporization $H$ and an ideal vapour, the Clausius–Clapeyron relation gives

$$
p(T_b)=(1\ \mathrm{Torr})\,
\exp\!\left[\frac HR\left(\frac1T-\frac1{T_b}\right)\right].
$$

The incumbent has 1 Torr at this temperature, so the gain is $p(T_b)-1$ Torr when positive. For small $T_b-T$, $1/T-1/T_b\approx(T_b-T)/T_b^2$, and the gain is linear in the temperature improvement with slope $(1\ \mathrm{Torr})\,H/(RT_b^2)$. For $H=65$ kJ/mol, a value assumed here for all three candidates, the slope is 0.0603 Torr/K. The linear estimate of the expected gain is then 0.305 Torr for A, 0.296 Torr for B and 0.323 Torr for C. The full exponential gives 0.39, 0.46 and 0.90 Torr.

For C the exponential nearly triples the linear value, since large temperature improvements count more than in proportion. The factor depends on the assumed enthalpy: it is 1.8 for $H=40$ kJ/mol and 3.9 for $H=80$ kJ/mol. It also depends on giving every possible $T$ the same $H$. If $H$ is instead taken proportional to $T$, equal to 65 kJ/mol at 360 K, the gains are 0.38, 0.44 and 0.73 Torr and the factor for C is 2.3, with the same order. B also overtakes A. Expected improvement keeps its order under a linear change of scale, but not necessarily under a nonlinear one, so the property must be expressed in the quantity whose gain is valued. The exponential also exposes a limit of combining a normal distribution with a fixed $H$: the tail extends to $T\to0$, where $e^{H/RT}$ grows so fast that the expectation diverges. With $H$ proportional to $T$ the exponent is linear in $T$ and the expectation is finite. The values above include temperatures down to eight standard deviations below the mean. Stopping at six changes each of them by less than 0.1%.

The example has in mind volatile precursors for atomic layer deposition, such as the hafnium alkylamides used for hafnium dioxide. The incumbent temperature, the candidates and their standard deviations are chosen values, not data for particular molecules. Real precursors break one assumption that the temperature scale hides: a volatile molecule is of no use if it decomposes in the source or the delivery line. If a candidate survives with probability $q$, independently of its volatility, and counts as no improvement otherwise, its score is $q\,\mathrm{EI}$. C then ties with A when

$$
\frac{q_C}{q_A}=\frac{5.059}{5.358}=0.944 .
$$

A survival probability 6% lower than that of A, in relative terms, is enough to cancel the advantage of C. For an unfamiliar molecule this can easily be the decisive number. If survival depends on volatility, the product no longer holds in general, and the improvement must be averaged over their joint distribution. The numerical output lists the scores and orders for the uncertain incumbent, the shifted means, the reduced standard deviations, the Student tails and the gain in pressure.

## Computed results

```
Incumbent: 360.0 K = 86.85 deg C
A: mean 355.0 K, sd 3.0 K, lead 5.0 K
  z 1.6667, phi 0.0995, success prob. 0.9522
  lead*Phi 4.761 K, sd*phi 0.298 K
  mean part 5.000 K, spread part 0.059 K
  expected improvement 5.059 K, trade rate 0.104 K/K
B: mean 357.0 K, sd 8.0 K, lead 3.0 K
  z 0.3750, phi 0.3719, success prob. 0.6462
  lead*Phi 1.939 K, sd*phi 2.975 K
  mean part 3.000 K, spread part 1.913 K
  expected improvement 4.913 K, trade rate 0.575 K/K
C: mean 364.0 K, sd 18.0 K, lead -4.0 K
  z -0.2222, phi 0.3892, success prob. 0.4121
  lead*Phi -1.648 K, sd*phi 7.006 K
  mean part 0.000 K, spread part 5.358 K
  expected improvement 5.358 K, trade rate 0.945 K/K
Ranking by expected improvement: C > A > B
C by sampling: 5.355 +/- 0.009 K
Largest formula-quadrature difference: 8.0e-15 K
Incumbent sd 2 K: A 5.136, B 5.005, C 5.401 K; C > A > B
Means 3 K higher: A 2.453, B 3.192, C 4.217 K; C > B > A
All sd times 0.8: A 5.016, B 4.329, C 3.965 K; A > B > C
Student tails, 4 dof: A 5.092, B 4.618, C 4.597 K; A > B > C
Pressure gain at 360 K: A 0.387, B 0.462, C 0.897 Torr; C > B > A
Linearized pressure gain: A 0.305, B 0.296, C 0.323 Torr; C > A > B
Vaporization enthalpy used: 65 kJ/mol
Pressure slope at incumbent: 0.0603 Torr/K
sd of C at which C ties with A: 17.23 K
Relative survival probability of C at tie with A: 0.944
```
